Spin contamination of an unrestricted determinant from orbital overlaps, with manganocene, part 1

(Sections cited here and not found follow in the second part.)

## First half: the spin-raising derivation and what the overlaps measure

### The result

Take a single determinant Φ with N_α spin-up spatial orbitals φ_i and N_β spin-down spatial orbitals χ_j. Its squared-spin expectation value is

⟨S²⟩ = M(M+1) + N_β − Σ_ij |T_ij|²,

T_ij = ⟨φ_i|χ_j⟩, M = (N_α − N_β)/2.

When N_α ≥ N_β, spin contamination is measured by the minority-spin deficit

δ = N_β − Σ_ij |T_ij|².

This is the part of the occupied down-spin space that lies outside the occupied up-spin space. It is zero for a pure spin state with total spin M and positive otherwise.

The assumptions are these. Spin is in units of ħ. The determinant is normalised, and every spin orbital is purely up or purely down. The φ_i are orthonormal among themselves, and so are the χ_j, but an up orbital and a down orbital may have any overlap. The orbitals need not minimise any energy, so the result holds for Hartree–Fock, Kohn–Sham or arbitrary orbitals. In the Kohn–Sham case it describes the noninteracting reference determinant, not the interacting electrons.

High-spin manganocene is a natural place to use the formula. Its five unpaired electrons sit mainly on the metal, and the up and down electrons of the rings feel different exchange potentials. An unrestricted calculation lets their orbitals differ, and the price is that Φ need not be an eigenfunction of S².

### Reducing S² to the norm of one vector

Define the raising and lowering operators S₊ = S_x + iS_y and S₋ = S_x − iS_y. Multiplying them in this order gives

S₋S₊ = S_x² + S_y² + i(S_xS_y − S_yS_x).

The commutator is S_xS_y − S_yS_x = iS_z, so the last term is −S_z. Adding S_z² to both sides and rearranging,

S² = S_x² + S_y² + S_z² = S₋S₊ + S_z² + S_z.

Each up electron contributes +1/2 to S_z and each down electron −1/2. Hence S_zΦ = MΦ. Because S₋ is the adjoint of S₊,

⟨Φ|S₋S₊|Φ⟩ = ‖S₊Φ‖²,

and therefore

⟨S²⟩ = M(M+1) + ‖S₊Φ‖².

So far the determinant form has not been used. The identity holds for any normalised eigenfunction of S_z.

### Raising the spin of a determinant

The operator S₊ is a sum of one-electron operators. Each turns a down spin into an up spin, leaves the spatial function alone, and annihilates an up spin:

s₊(χ_jβ) = χ_jα, s₊(φ_iα) = 0.

Acting on a determinant, such a sum replaces one spin orbital at a time and adds the results. Thus

S₊Φ = Σ_j Φ_j,

where Φ_j is Φ with χ_jβ replaced by χ_jα in the same position.

The new orbital χ_jα now shares its spin with all the φ_iα. Split it into a part inside the occupied up space and a part outside:

χ_j = P_αχ_j + η_j, P_α = Σ_i |φ_i⟩⟨φ_i|, η_j = (1 − P_α)χ_j.

The part P_αχ_j is a linear combination of orbitals already present with the same spin. A determinant does not change when a combination of its other rows is subtracted from one row, so this part drops out. That is the Pauli principle at work. Φ_j is therefore the determinant in which χ_jβ has been replaced by η_jα. All its spin orbitals are mutually orthogonal, and all except η_jα have unit norm, so

⟨Φ_j|Φ_j⟩ = ‖η_j‖².

The cross terms vanish. For j ≠ k, the overlap ⟨Φ_j|Φ_k⟩ is the determinant of the matrix of overlaps between their spin orbitals. Φ_j still contains χ_kβ, which Φ_k has lost. The orbital χ_kβ is orthogonal to every up-spin orbital of Φ_k because the spins differ, and to every remaining down-spin orbital because the χ are orthonormal. One row of the overlap matrix is zero, and so is its determinant. Hence

‖S₊Φ‖² = Σ_j ‖η_j‖².

Since 1 − P_α is a projector, its square equals itself, and

‖η_j‖² = ⟨χ_j|(1 − P_α)|χ_j⟩ = 1 − Σ_i ⟨χ_j|φ_i⟩⟨φ_i|χ_j⟩ = 1 − Σ_i |T_ij|².

Summing over the N_β down orbitals gives

‖S₊Φ‖² = N_β − Σ_ij |T_ij|² = δ,

which completes the first derivation.

There is an equivalent form. Let φ_a be the unoccupied up orbitals. If occupied and unoccupied up orbitals together span the space in which the χ_j are expanded, then 1 − P_α = Σ_a |φ_a⟩⟨φ_a| in that space, and

δ = Σ_aj |⟨φ_a|χ_j⟩|².

In an atomic-orbital basis with overlap matrix O, and orbital coefficients in the columns of C_α and C_β, the overlaps are

T = C_α† O C_β.

Leaving out O would be wrong unless the basis functions were orthonormal.

### Corresponding orbitals

The matrix T depends on which orbitals are chosen within each occupied set, whereas δ does not. Let unitary matrices A and B mix the up and down orbitals among themselves, so that T becomes A†TB. Then

Tr[(A†TB)†(A†TB)] = Tr[B†T†AA†TB] = Tr[T†T] = Σ_ij |T_ij|²,

because AA† = 1 and the trace is cyclic. The sum over all pairs is unchanged.

For N_α ≥ N_β this freedom can be used to make T as simple as possible. The matrix T†T is Hermitian with non-negative eigenvalues σ_j². Let B now be the unitary matrix of its eigenvectors, and put χ′_j = Σ_k χ_kB_kj. The projections of these orbitals on the up space satisfy

⟨P_αχ′_k|P_αχ′_j⟩ = (B†T†TB)_kj = σ_j² δ_kj,

where δ_kj with two indices is the Kronecker symbol. The projections are thus mutually orthogonal. For each σ_j > 0 define φ′_j = P_αχ′_j/σ_j, and complete the set with any orthonormal orbitals from the rest of the occupied up space. Then

⟨φ′_i|χ′_j⟩ = σ_j if i = j, and 0 otherwise.

These are the corresponding orbitals. Since a projection cannot lengthen a unit vector, 0 ≤ σ_j ≤ 1. The total deficit splits into non-negative pair deficits,

δ = Σ_j δ_j, δ_j = 1 − σ_j².

A pair with σ_j = 1 is an ordinary doubly occupied orbital. A pair with σ_j = 0 consists of two electrons of opposite spin in orthogonal orbitals, and contributes one full unit. The remaining N_α − N_β = 2M up orbitals are orthogonal to the whole occupied down space. They carry the legitimate unpaired spin.

### Which deficit measures contamination

Three quantities built from T look similar and mean different things.

The first is δ, counted from the minority side. It equals ‖S₊Φ‖². If it vanishes, S₊Φ = 0 and S²Φ = M(M+1)Φ, so Φ is a pure state of total spin M.

The second is counted from the majority side:

N_α − Σ_ij |T_ij|² = 2M + δ.

It includes the 2M unpaired electrons and is nonzero even for a perfectly pure open-shell state. If N_β exceeds N_α, the roles are exchanged. The formula for ⟨S²⟩ still holds with negative M, but the contamination is then N_α − Σ_ij |T_ij|². To see this, put M = −|M| and N_β = N_α + 2|M|:

M(M+1) + N_β = |M|² − |M| + N_α + 2|M| = |M|(|M|+1) + N_α.

The third pairs orbitals by their index, N_β − Σ_j |T_jj|². It is not invariant under orbital mixing. Two doubly occupied orbitals listed in opposite orders in the two sets have T₁₁ = T₂₂ = 0 and |T₁₂| = |T₂₁| = 1. The index-paired deficit is then 2, although the state is a pure closed shell with δ = 0.

### From the deficit to the weight of wrong spins

Expand Φ in normalised components of definite total spin, with weights w_S that add to one. A state with spin projection M ≥ 0 contains spins S = M + k with k = 0, 1, 2 and so on, up to k = N_β, where all electrons are parallel. Then

δ = ⟨S²⟩ − M(M+1) = Σ_k w_(M+k) [(M+k)(M+k+1) − M(M+1)].

Multiplying out the bracket,

M² + 2Mk + k² + M + k − M² − M = k(2M + k + 1).

For k ≥ 1 its smallest value is 2(M+1), reached at k = 1. The total contaminant weight w_c = Σ_(k≥1) w_(M+k) therefore obeys

w_c ≤ δ/[2(M+1)].

Equality holds when no spin above M + 1 is present. With one up and one down electron, for example, M = 0 and the triplet is the sole possible contaminant. Its weight is then δ/2 = (1 − σ²)/2, which runs from zero for equal orbitals to one half for orthogonal ones.

The deficit concerns spin, not energy. For a Hamiltonian without spin-dependent terms the spin components do not mix, and the energy of Φ is the weighted mean of their energies. A small δ does not show that correlation is small, and it says nothing about the quality of the orbital basis.

### High-spin manganocene

Manganocene, Mn(C₅H₅)₂, is the parent of the cyclopentadienyl manganese precursors. The model molecule has eclipsed, planar rings and rough typical distances of 0.238 nm for Mn–C, 0.142 nm for C–C and 0.108 nm for C–H. These place each ring plane 0.205 nm from the metal. The orbitals come from unrestricted Hartree–Fock with density fitting, in the def2-SVP basis on manganese and 6-31G on carbon and hydrogen, 141 functions in all. The geometry was not optimised, and the solution was not examined for instability.

There are 50 up and 45 down electrons, so M = 5/2 and the pure value is (5/2)(7/2) = 8.75. The squared overlaps sum to 44.993986. Hence

δ = 45 − 44.993986 = 0.006014,

⟨S²⟩ = 8.750000 + 0.006014 = 8.756014.

The digits are kept to show the small difference; as a property of the molecule, δ is about 0.006 at this level. It is not converged with the basis. Adding two d shells and one p shell on manganese raises it to 0.00615, a shift of about 0.00014 or 2%, and polarisation functions on carbon were not tried. The sum over unoccupied up orbitals gives the same 0.006014. The majority-side deficit is 50 − 44.993986 = 5.006014, nearly all of it legitimate. The index-paired deficit of the canonical orbitals is 14.9, and a random unitary mixing of the down orbitals changes it to 44.4, while δ stays the same. The index-paired number has no meaning as contamination.

Six corresponding pairs carry most of the deficit. Their values are 0.001724, 0.001011 twice, 0.000900 twice and 0.000403, which add to 0.005949, or 99% of δ. By Löwdin populations, which depend on the basis, the down orbitals of the first five have 83% to 87% of their weight in carbon p_z functions, with z along the ring–metal–ring axis. The sixth is 66% on manganese. The separate values are more sensitive to the basis than their sum. With the extra manganese shells the two twofold deficits become 0.00118 and 0.00079, their manganese shares rise from 11% and 16% to 18% and 20%, and the manganese spin population moves from 4.88 to 4.87. Weighted by deficit, the mean carbon p_z share is 82% and the mean manganese share 16%.

The down orbitals with the largest deficits therefore sit mainly on the rings, whereas the spin sits on the metal, with a spin population of 4.88 electrons on manganese. There is no contradiction. The unpaired metal orbitals belong to the 2M electrons that δ does not count. Moreover, a down-spin ring orbital may acquire a metal tail without any contamination. If χ = aπ + bd, and both π and d lie in the occupied up space, then (1 − P_α)χ = 0 whatever the values of a and b. The deficit records the part of a down orbital that the up orbitals cannot reproduce. Where this small part itself sits was not computed, because the shares above describe the whole down orbitals. That this part arises here from exchange between the ring π electrons and the metal spin is a plausible reading, but the populations alone do not prove it.

## Second half: the spin-rotation derivation, and a comparison

### Symbols and results carried over

The determinant Φ has N_α up orbitals φ_i and N_β down orbitals χ_j, with N_α ≥ N_β, M = (N_α − N_β)/2 and T_ij = ⟨φ_i|χ_j⟩. Corresponding orbitals make T diagonal with entries σ_j between 0 and 1, and leave 2M up orbitals orthogonal to all down orbitals. The pair deficits are δ_j = 1 − σ_j², and their sum is δ = N_β − Σ_ij |T_ij|². The first derivation gave ⟨S²⟩ = M(M+1) + δ. The weight of total spin S in Φ is w_S, and the total weight of spins above M is at most δ/[2(M+1)]. For the manganocene model, N_α = 50, N_β = 45, M = 5/2 and δ = 0.006014.

### Rotating the determinant

The second derivation asks how much Φ overlaps with a copy of itself whose spins have been turned through an angle θ about the y axis. Define

R(θ) = exp(−iθS_y), D(θ) = ⟨Φ|R(θ)|Φ⟩.

Because S_y is a sum over electrons, R is a product of identical one-electron rotations. For one electron S_y is half the Pauli matrix σ_y, whose square is one, so the exponential series sums to

exp(−iθσ_y/2) = u − iσ_y v, u = cos(θ/2), v = sin(θ/2).

With σ_yα = iβ and σ_yβ = −iα this gives

α → uα + vβ, β → uβ − vα.

The spatial orbitals do not change. The overlaps between original and rotated spin orbitals are therefore

⟨φ_iα|R|φ_kα⟩ = u δ_ik, ⟨χ_iβ|R|χ_kβ⟩ = u δ_ik,

⟨φ_iα|R|χ_jβ⟩ = −v T_ij, ⟨χ_jβ|R|φ_iα⟩ = v T_ij*.

The overlap of two determinants is the determinant of these one-electron overlaps. Passing to corresponding orbitals multiplies Φ at most by a phase, which cancels in D. The matrix then falls into N_β blocks of size two and 2M single entries u. Each block has the determinant

u·u − (−vσ_j)(vσ_j) = u² + v²σ_j² = 1 − v²(1 − σ_j²) = 1 − v²δ_j,

where u² = 1 − v² was used. Thus

D(θ) = u^(2M) Π_j (1 − v²δ_j).

The raising operator has given ⟨S²⟩ = M(M+1) + δ, and rotating the spins has given D(θ) as a product over the pair deficits. It remains to recover ⟨S²⟩ from D(θ) at small angles, extract the weight of each total spin from the full rotation, and examine what the two derivations assume and where the manganocene model is limited.
